# Why a Nonstraight Ternary Diffusion Path Crosses Its Terminal Line: a program that tests the result

```python
"""
Result under test: in a ternary diffusion couple that conserves atoms, a path
that is not straight has points on both sides of the line through its two
terminal compositions, so a continuous path crosses that line.

X1, X2, X3   atomic fractions, X3 = 1 - X1 - X2
h            X2 minus the value of X2 on the terminal line at the same X1
lam          similarity variable x / sqrt(D_UNIT * t), dimensionless
J1, J2       fluxes in the frame of zero total flux, in similarity units
W            repulsion energy in the mixing term W*X1*X2 per atom
The boundary value problem fixes terminal compositions only; the integral
balances are not imposed on it and are tested afterwards by quadrature.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, simpson, solve_bvp
from scipy.optimize import brentq
from scipy.special import erf

K_B = constants.k / constants.e                  # eV/K
BOHR = constants.value("Bohr radius") * 1e10     # angstrom
TEMPERATURE = 1200.0                             # K
W = 0.20                                         # eV
KT = K_B * TEMPERATURE
w = W / KT
D_UNIT = 1.0e5                                   # angstrom^2/s
TRACER = np.array([1.0, 10.0, 2.0])              # in D_UNIT
TIME = 1.0e4                                     # s
OMEGA = 12.0                                     # angstrom^3 per atom
LEFT = np.array([0.25, 0.11])
RIGHT = np.array([0.05, 0.12])
HALF_WIDTH = 32.0
LENGTH = np.sqrt(D_UNIT * TIME)                  # angstrom per unit lam


def diffusivity(x1, x2):
    """Darken interdiffusion matrix (D11, D12, D21, D22) in D_UNIT."""
    x3 = 1 - x1 - x2
    col1 = (1 - w*x1*x2, w*x2*(1 - x2), -1 - w*x3*x2)
    col2 = (w*x1*(1 - x1), 1 - w*x1*x2, -1 - w*x3*x1)
    sum1 = sum(d*a for d, a in zip(TRACER, col1))
    sum2 = sum(d*a for d, a in zip(TRACER, col2))
    return (TRACER[0]*col1[0] - x1*sum1, TRACER[0]*col2[0] - x1*sum2,
            TRACER[1]*col1[1] - x2*sum1, TRACER[1]*col2[1] - x2*sum2)


def solve_couple(left, right, matrix):
    """Similarity solution; only the terminal values are prescribed."""
    def rhs(lam, y):
        d11, d12, d21, d22 = matrix(y[0], y[1])
        det = d11*d22 - d12*d21
        g1 = -(d22*y[2] - d12*y[3]) / det
        g2 = -(d11*y[3] - d21*y[2]) / det
        return np.vstack((g1, g2, lam*g1/2, lam*g2/2))

    def ends(ya, yb):
        return np.array([ya[0]-left[0], ya[1]-left[1],
                         yb[0]-right[0], yb[1]-right[1]])

    mesh = np.linspace(-HALF_WIDTH, HALF_WIDTH, 801)
    jump = (right - left)[:, None]
    x_guess = left[:, None] + jump*(1 + erf(mesh/4))/2
    j_guess = -jump*np.exp(-mesh**2/16)/np.sqrt(np.pi)
    result = solve_bvp(rhs, ends, mesh, np.vstack((x_guess, j_guess)),
                       tol=1e-8, max_nodes=40000)
    assert result.success, result.message
    return result.sol, rhs


def chord_excess(x1, x2):
    slope = (RIGHT[1] - LEFT[1]) / (RIGHT[0] - LEFT[0])
    return x2 - LEFT[1] - slope*(x1 - LEFT[0])


# Determinant form of the signed distance from the terminal line.
a1, a2, b1, b2, p1, p2 = sp.symbols("a1 a2 b1 b2 p1 p2")
triple = sp.Matrix([[a1, a2, 1-a1-a2], [b1, b2, 1-b1-b2], [p1, p2, 1-p1-p2]])
signed = (b1-a1)*(p2-a2) - (b2-a2)*(p1-a1)
assert sp.expand(triple.det() - signed) == 0

# Diffusivity matrix against derivatives of the total free energy.
n = sp.symbols("n1:4", positive=True)
total = sum(n)
free = KT*sum(q*sp.log(q/total) for q in n) + W*n[0]*n[1]/total
middle = (LEFT + RIGHT)/2
full = np.array([middle[0], middle[1], 1 - middle.sum()])
point = dict(zip(n, full))
dmu = np.array([[float((sp.diff(free, n[i], n[j])
                        - sp.diff(free, n[i], n[2])).subs(point))
                 for j in range(2)] for i in range(3)])
lattice = (TRACER*full/KT)[:, None]*dmu
reference = lattice[:2] - full[:2, None]*lattice.sum(axis=0)
D_MID = np.array(diffusivity(*middle)).reshape(2, 2)
assert np.allclose(D_MID, reference, rtol=1e-9, atol=1e-9)

# Constant matrix: solver against the error-function solution.
lam = np.linspace(-HALF_WIDTH, HALF_WIDTH, 40001)
eigenvalues, vectors = np.linalg.eig(D_MID)
assert np.all(np.isreal(eigenvalues)) and np.all(eigenvalues > 0)
weights = np.linalg.solve(vectors, RIGHT - LEFT)
closed = middle[:, None] + vectors @ (
    weights[:, None]*erf(lam/(2*np.sqrt(eigenvalues))[:, None]))/2
constant_sol, _ = solve_couple(LEFT, RIGHT, lambda x1, x2: tuple(D_MID.ravel()))
constant_profile = constant_sol(lam)
solver_error = np.max(np.abs(constant_profile[:2] - closed))
assert solver_error < 1e-6
h_constant = chord_excess(*constant_profile[:2])
right_part = h_constant[(lam > 0.05) & (lam < 15)]
left_part = h_constant[(lam < -0.05) & (lam > -15)]
assert np.all(right_part*right_part[0] > 0)
assert np.all(left_part*right_part[0] < 0)
assert np.allclose(constant_sol(0.0)[:2], middle, atol=1e-6)

# Main example: composition-dependent matrix.
solution, rhs = solve_couple(LEFT, RIGHT, diffusivity)
profile = solution(lam)
x1, x2 = profile[:2]
x3 = 1 - x1 - x2
assert min(x1.min(), x2.min(), x3.min()) > 0
hess_det = (1/x1 + 1/x3)*(1/x2 + 1/x3) - (w + 1/x3)**2
assert np.all(hess_det > 0)                      # single stable phase
h = chord_excess(x1, x2)
positive = simpson(np.maximum(h, 0), x=lam)
negative = simpson(np.maximum(-h, 0), x=lam)
net = simpson(h, x=lam)
assert min(positive, negative) > 1e-3            # path is not straight
assert abs(net) < 1e-4*positive
for k in range(2):                               # balance of each component
    balance = (simpson(profile[k][lam <= 0] - LEFT[k], x=lam[lam <= 0])
               + simpson(profile[k][lam >= 0] - RIGHT[k], x=lam[lam >= 0]))
    assert abs(balance) < 1e-5
clear = h[np.abs(h) > 1e-6]
crossings = int(np.sum(clear[1:]*clear[:-1] < 0))
assert crossings >= 1
i_max, i_min = int(np.argmax(h)), int(np.argmin(h))
lam_cross = brentq(lambda s: chord_excess(*solution(s)[:2]),
                   min(lam[i_max], lam[i_min]), max(lam[i_max], lam[i_min]))
x_cross = solution(lam_cross)[:2]
chord_position = (x_cross[0] - LEFT[0])/(RIGHT[0] - LEFT[0])
assert 0 < chord_position < 1

# Uphill flux at the joint, checked by the amount gained on the right.
centre = solution(0.0)
gradient = rhs(np.array([0.0]), centre[:, None])[:2, 0]
half = lam >= 0
gain = simpson(x2[half] - RIGHT[1], x=lam[half])
assert abs(gain - 2*centre[3]) < 1e-5
assert centre[3] > 0 and gradient[1] > 0
mu2_gradient = (KT*gradient[1]/centre[1]
                + W*((1 - centre[1])*gradient[0] - centre[0]*gradient[1]))
assert mu2_gradient < 0
mu2_drop = (KT*np.log(LEFT[1]/RIGHT[1])
            + W*(LEFT[0]*(1 - LEFT[1]) - RIGHT[0]*(1 - RIGHT[1])))

# Unequal atomic volumes: component 1 is twice as large as 2 and 3.
# Unknowns are number densities times OMEGA, in the volume-fixed frame.
VOLUMES = np.array([2.0, 1.0, 1.0])


def densities(x):
    return x/(VOLUMES[0]*x[0] + VOLUMES[1]*x[1] + VOLUMES[2]*(1 - x.sum()))


def total_density(u1, u2):
    return u1 + u2 + (1 - VOLUMES[0]*u1 - VOLUMES[1]*u2)/VOLUMES[2]


def volume_matrix(u1, u2):
    tot = total_density(u1, u2)
    return diffusivity(u1/tot, u2/tot)


volume_sol, _ = solve_couple(densities(LEFT), densities(RIGHT), volume_matrix)
u1, u2 = volume_sol(lam)[:2]
tot = total_density(u1, u2)
h_volume = chord_excess(u1/tot, u2/tot)
lobe_volume = simpson(np.maximum(h_volume, 0), x=lam)
weighted = simpson(tot*h_volume, x=lam)
unweighted = simpson(h_volume, x=lam)
assert h_volume.max() > 1e-4 and h_volume.min() < -1e-4
assert abs(weighted) < 1e-4*lobe_volume
assert abs(unweighted) > 1e-2*lobe_volume

# Balanced profile whose only crossing lies beyond the end of the segment.
# s is the coordinate along the line (0 left, 1 right), q the side distance.


def s_line(z):
    return (1 + erf(z))/2 + 0.5*z*np.exp(-z*z)


def q_side(z):
    return -(z - 1)*np.exp(-(z - 1)**2)


s_balance = quad(s_line, -10, 0)[0] + quad(lambda z: s_line(z) - 1, 0, 10)[0]
q_balance = quad(q_side, -10, 12, points=[1.0])[0]
assert abs(s_balance) < 1e-8 and abs(q_balance) < 1e-8
sample = q_side(np.linspace(-4, 6, 1000))
assert np.sum(sample[1:]*sample[:-1] < 0) == 1
s_outside = s_line(brentq(q_side, 0.2, 2.1))
assert s_outside > 1

print(f"Temperature {TEMPERATURE:.0f} K, kT = {KT:.5f} eV, W = {W:.2f} eV")
print("Tracer diffusivities 1,2,3 (angstrom^2/s):",
      " ".join(f"{d*D_UNIT:.1e}" for d in TRACER))
print(f"Time {TIME:.1e} s, volume per atom {OMEGA:.1f} angstrom^3")
print(f"Left terminal  X1, X2 = {LEFT[0]:.3f}, {LEFT[1]:.3f}")
print(f"Right terminal X1, X2 = {RIGHT[0]:.3f}, {RIGHT[1]:.3f}")
print(f"Length unit sqrt(D_UNIT*t) = {LENGTH:.4e} angstrom")
print("D at chord midpoint, D11 D12 D21 D22 (1e5 angstrom^2/s):",
      " ".join(f"{d:.4f}" for d in D_MID.ravel()))
print("Its eigenvalues (1e5 angstrom^2/s):",
      " ".join(f"{e:.4f}" for e in np.sort(eigenvalues.real)))
print(f"Solver error against erf solution, atomic fraction: {solver_error:.1e}")
print("Profile: x (angstrom), X1, X2, chord excess h")
for s in (-12, -6, -3, -1, 0, 1, 3, 6, 12):
    v = solution(float(s))
    print(f"  {s*LENGTH:12.4e} {v[0]:.5f} {v[1]:.5f} "
          f"{chord_excess(v[0], v[1]):+.5f}")
print(f"Largest h = {h[i_max]:+.5f} at x = {lam[i_max]*LENGTH:.3e} angstrom")
print(f"Smallest h = {h[i_min]:+.5f} at x = {lam[i_min]*LENGTH:.3e} angstrom")
print(f"Number of crossings found: {crossings}")
print(f"Crossing at x = {lam_cross*LENGTH:.3e} angstrom"
      f" = {lam_cross*LENGTH/BOHR:.3e} bohr")
print(f"Crossing composition X1, X2 = {x_cross[0]:.5f}, {x_cross[1]:.5f}")
print(f"Fraction of the way along the chord: {chord_position:.4f}")
print(f"Positive area of h: {positive*LENGTH:.3f} angstrom")
print(f"Negative area of h: {negative*LENGTH:.3f} angstrom")
print(f"Net area / positive area: {net/positive:.1e}")
amount = positive*LENGTH/OMEGA
print(f"Atoms in one lobe: {amount:.3f} per angstrom^2"
      f" = {amount*BOHR**2:.3f} per bohr^2")
flux2 = centre[3]*D_UNIT/LENGTH/OMEGA
print(f"Flux of 2 at x=0: {flux2:+.4e} atoms/(angstrom^2 s)")
print(f"Gradient of X2 at x=0: {gradient[1]/LENGTH:+.4e} per angstrom")
print(f"Gradient of mu2 at x=0: {mu2_gradient/LENGTH:+.4e} eV/angstrom")
print(f"mu2(left) - mu2(right), terminals: {mu2_drop:+.5f} eV")
print(f"Gain of 2 on the right: {gain*LENGTH/OMEGA:.3f} atoms/angstrom^2")
print(f"2*t*flux at x=0:        {2*TIME*flux2:.3f} atoms/angstrom^2")
print("Unequal volumes 1,2,3 (angstrom^3):",
      " ".join(f"{v*OMEGA:.1f}" for v in VOLUMES))
print(f"  extremes of h: {h_volume.min():+.5f}, {h_volume.max():+.5f}")
print(f"  density-weighted net / positive area: {weighted/lobe_volume:.1e}")
print(f"  unweighted net / positive area: {unweighted/lobe_volume:+.4f}")
print(f"Kinematic example: only crossing at chord coordinate {s_outside:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
Temperature 1200 K, kT = 0.10341 eV, W = 0.20 eV
Tracer diffusivities 1,2,3 (angstrom^2/s): 1.0e+05 1.0e+06 2.0e+05
Time 1.0e+04 s, volume per atom 12.0 angstrom^3
Left terminal  X1, X2 = 0.250, 0.110
Right terminal X1, X2 = 0.050, 0.120
Length unit sqrt(D_UNIT*t) = 3.1623e+04 angstrom
D at chord midpoint, D11 D12 D21 D22 (1e5 angstrom^2/s): 0.8754 -0.8764 1.8985 8.8054
Its eigenvalues (1e5 angstrom^2/s): 1.0911 8.5897
Solver error against erf solution, atomic fraction: 1.6e-10
Profile: x (angstrom), X1, X2, chord excess h
   -3.7947e+05 0.25001 0.10993 -0.00007
   -1.8974e+05 0.25054 0.10712 -0.00285
   -9.4868e+04 0.24669 0.10184 -0.00832
   -3.1623e+04 0.20038 0.10585 -0.00663
    0.0000e+00 0.14980 0.11420 -0.00081
    3.1623e+04 0.09862 0.12332 +0.00576
    9.4868e+04 0.05330 0.12852 +0.00868
    1.8974e+05 0.04989 0.12305 +0.00305
    3.7947e+05 0.05000 0.12009 +0.00009
Largest h = +0.00929 at x = 7.352e+04 angstrom
Smallest h = -0.00903 at x = -6.957e+04 angstrom
Number of crossings found: 1
Crossing at x = 3.698e+03 angstrom = 6.987e+03 bohr
Crossing composition X1, X2 = 0.14338, 0.11533
Fraction of the way along the chord: 0.5331
Positive area of h: 1343.220 angstrom
Negative area of h: 1343.220 angstrom
Net area / positive area: -3.9e-13
Atoms in one lobe: 111.935 per angstrom^2 = 31.345 per bohr^2
Flux of 2 at x=0: +4.8451e-03 atoms/(angstrom^2 s)
Gradient of X2 at x=0: +3.0552e-07 per angstrom
Gradient of mu2 at x=0: -3.9716e-08 eV/angstrom
mu2(left) - mu2(right), terminals: +0.02670 eV
Gain of 2 on the right: 96.902 atoms/angstrom^2
2*t*flux at x=0:        96.902 atoms/angstrom^2
Unequal volumes 1,2,3 (angstrom^3): 24.0 12.0 12.0
  extremes of h: -0.00315, +0.00278
  density-weighted net / positive area: -3.8e-13
  unweighted net / positive area: -0.1631
Kinematic example: only crossing at chord coordinate 1.1053
ALL CHECKS PASSED
```
